# In-band radiance of a uniform tin plasma as its column grows

**The argument under review.** A slab of tin plasma at 30 eV, 10 µm thick, radiates 2.22 MW/(mm² sr) into the 2% band around 13.5 nm. The author proposes to make it 100 µm thick at the same temperature and ion density. Each ion, the argument runs, emits at the same rate as before. Ten times the ions must therefore give ten times the in-band radiance, 22.2 MW/(mm² sr), with an unchanged spectrum.

The premise about emission per ion is sound if temperature and level populations are held fixed. The question is whether the conclusion follows from it.

**What the added ions also do**

Assume local thermodynamic equilibrium (LTE), so that populations follow the Boltzmann law at one temperature $T$. Consider a transition of angular frequency $\omega$ between two levels of equal weight, with populations $n_u=n_l e^{-x}$ and $x=\hbar\omega/kT$. Let $d^2$ be the squared dipole matrix element and $\phi$ the line profile, taken to be the same in emission and absorption. Averaged over orientation, the emission per volume and solid angle is

$$j_\omega=n_u\,\frac{\omega^3d^2}{3\pi\varepsilon_0\hbar c^3}\,\frac{\hbar\omega}{4\pi}\,\phi ,$$

and the absorption coefficient, with stimulated emission subtracted, is

$$\kappa=(n_l-n_u)\,\frac{\pi\omega d^2}{3\varepsilon_0\hbar c}\,\phi .$$

In the ratio, $d^2$ and $\phi$ cancel, and $n_u/(n_l-n_u)=1/(e^x-1)$:

$$\frac{j_\omega}{\kappa}=\frac{\hbar\omega^3}{4\pi^3c^2}\,\frac{1}{e^x-1}.$$

Multiplying by $|d\omega/d\lambda|=2\pi c/\lambda^2$ and setting $\omega=2\pi c/\lambda$ gives the Planck radiance per wavelength,

$$B(\lambda,T)=\frac{2hc^2}{\lambda^5}\,\frac{1}{e^x-1}.$$

The oscillator strength has dropped out. A strong emitter is an equally strong absorber, and the argument counts only the emission. Because $j=\kappa B$ holds for each transition, it holds for their sum.

Let $N$ be the ion column along the line of sight and $s(\lambda)$ the net absorption cross-section per ion. With no light entering from behind,

$$\frac{dI}{dN}=s(B-I),\qquad I(0)=0 .$$

Multiplication by $e^{sN}$ turns this into $d(Ie^{sN})/dN=sBe^{sN}$. Integrating from zero and dividing by $e^{sN}$,

$$I=B\left(1-e^{-\tau}\right),\qquad \tau=sN .$$

For $\tau\ll1$ this is $I\simeq BsN$, the proportional law of the argument. For $\tau\gg1$ it is $I\simeq B$, whatever the value of $s$. The slope $sBe^{-\tau}$ shows why: light from ions added at the back must cross the whole existing slab.

**The slab in question**

The cross-section is a model with round values, not a computed tin opacity. A Gaussian transition array, centred at 13.5 nm with a full width at half maximum of 1 nm and a peak of $10^{-16}$ cm², stands on a flat background of $10^{-18}$ cm². The ion density is $10^{19}$ cm⁻³, so 10 µm corresponds to $N=10^{16}$ cm⁻². At the band centre

$$\tau=(1.01\times10^{-16})(10^{16})=1.01,\qquad 1-e^{-1.01}=0.636 .$$

The band as a whole reaches 0.630 of its Planck limit, slightly less because $s$ falls towards the band edges. The limit is 3.52 MW/(mm² sr), so the original slab can gain at most a factor $3.52/2.22=1.59$ at this temperature. The predicted 22.2 MW/(mm² sr) is out of reach.

Radiances below are in MW/(mm² sr), along the slab normal. "Out" means all wavelengths outside the band; "far" is the part of it below 10 nm or above 17 nm, where the background dominates $s$. Purity is in-band radiance divided by total radiance.

| $N$ (cm⁻²) | In | Out | Far | Purity |
|---|---:|---:|---:|---:|
| $10^{15}$ | 0.333 | 1.27 | 0.172 | 20.7% |
| $10^{16}$ | 2.22 | 10.4 | 1.71 | 17.6% |
| $10^{17}$ | 3.52 | 45.3 | 16.4 | 7.2% |
| $10^{18}$ | 3.52 | 177 | 109 | 2.0% |

The proposed tenfold increase multiplies the in-band radiance by 1.59, the out-of-band radiance by 4.35 and the far part by 9.56. The far part is the one that nearly obeys the author's law, because it is still thin. At $10^{17}$ cm⁻², however, the larger share of the out-of-band light, $45.3-16.4=28.9$, comes from between 10 and 17 nm, where the array's wings lie; the background alone would give 8.5 of this, and the wings add the remaining 20.4.

Ninety per cent of the band limit is reached at $2.3\times10^{16}$ cm⁻², or 23 µm at this density. Beyond that, more tin at fixed temperature can add at most 11% to the in-band radiance.

**When must the purity fall?**

The unchanged spectrum in the argument needs its own analysis. At one wavelength, the local growth exponent is

$$a(\tau)=\frac{d\ln I}{d\ln N}=\frac{N\,sBe^{-\tau}}{B(1-e^{-\tau})}=\frac{\tau}{e^\tau-1}.$$

It is 1 in the thin limit, where growth is proportional. The sign of $da/d\tau$ is that of $e^\tau(1-\tau)-1$. This expression vanishes at $\tau=0$ and has derivative $-\tau e^\tau$, so it is negative for $\tau>0$: the exponent falls steadily with thickness.

For a spectral region $R$ the exponent is

$$a_R=\frac{\int_R B\tau e^{-\tau}\,d\lambda}{\int_R B(1-e^{-\tau})\,d\lambda},$$

which is the average of $a(\tau)$ weighted by radiance. Let $P$ be the purity. The total radiance has exponent $Pa_{\rm in}+(1-P)a_{\rm out}$, and subtracting this from $a_{\rm in}$ gives

$$\frac{d\ln P}{d\ln N}=(1-P)(a_{\rm in}-a_{\rm out}).$$

If the smallest $s$ in the band is at least as large as the largest $s$ outside it, every in-band $a(\tau)$ is no larger than any out-of-band one. Then $a_{\rm in}\le a_{\rm out}$, and purity cannot rise with $N$. The centred array satisfies this condition. At $10^{16}$ cm⁻² the exponents are 0.58 in the band and 0.80 outside.

The condition matters. Add a rival feature at 11 nm, ten times as strong as the array peak and also 1 nm wide. Purity then starts at 1.7% for a thin slab and rises to about 5.15% near $2\times10^{16}$ cm⁻², because the rival saturates first. More tin can therefore improve purity for a time, though still not by raising in-band radiance beyond its Planck limit.

**The two ends of the purity curve**

In the thin limit, $I=BsN$ and the column cancels:

$$P_{\rm thin}=\frac{\int_{\rm band}Bs\,d\lambda}{\int Bs\,d\lambda}=21.1\%$$

for the original model without the rival. The value depends on the assumed background: 24.9% with none and 9.4% for $10^{-17}$ cm². In the thick limit $s$ disappears instead. With $x=hc/(\lambda kT)$, so that $|d\lambda|=hc\,dx/(kTx^2)$,

$$B\,|d\lambda|=\frac{2(kT)^4}{h^3c^2}\,\frac{x^3\,dx}{e^x-1}.$$

The integral of $x^3/(e^x-1)$ over all $x$ is $\pi^4/15$. A band of small relative width $\Delta\lambda/\lambda=\Delta x/x=0.02$ thus holds the fraction

$$P_{\rm thick}\simeq\frac{15}{\pi^4}\,\frac{x^4}{e^x-1}\,(0.02)=1.33\%,\qquad x=3.061 .$$

The full band integral gives the same 1.33%, or 3.52 out of 265 MW/(mm² sr). Out-of-band growth is therefore not endless either. At $10^{18}$ cm⁻² the background has $\tau=1$, and the far radiance has grown by only 6.6 for the last factor of ten in tin.

**The price of holding the temperature**

The argument also treats the temperature as free of charge. A ray at angle $\theta$ to the normal, with $\mu=\cos\theta$, crosses a column $N/\mu$. The power leaving one face per area is

$$F=2\pi\int d\lambda\,B\int_0^1\mu\left(1-e^{-\tau/\mu}\right)d\mu=\pi\int B\,[1-2E_3(\tau)]\,d\lambda,$$

where $E_3(\tau)=\int_0^1\mu e^{-\tau/\mu}d\mu$. At 30 eV the tenfold increase raises $F$ from $5.9\times10^9$ to $2.1\times10^{10}$ W/cm².

If $F$ is held at its first value instead, the thicker slab settles at 21.6 eV. Its in-band radiance is 1.03 MW/(mm² sr), 0.47 times that of the original slab. This factor depends on the assumed background: it is 0.79 with none, 0.71 for $10^{-19}$ cm² and 0.38 for $3\times10^{-18}$ cm². This comparison keeps $s$ fixed; a real change of temperature would also change the ion stages and hence $s$.

**Real plasmas and the assumptions**

A temperature of some tens of eV and a mean charge near 10 are rough values for laser-driven tin sources. The assumed electron density is $10^{20}$ cm⁻³. The column of $10^{18}$ cm⁻² would need 1 mm of plasma at this density and serves only as a limiting case. Real plasmas expand and are not uniform, and this can change the result strongly. Suppose the front 10% of the tin is at 20 eV, with the same $s$. Then

$$I=B_{30}\left(1-e^{-0.9\tau}\right)e^{-0.1\tau}+B_{20}\left(1-e^{-0.1\tau}\right),$$

where the subscripts give the temperature in eV. For columns of $10^{16}$, $10^{17}$ and $10^{18}$ cm⁻², the in-band radiance is 0.55, 0.50 and 0.21 of the 30 eV limit. Between the first two columns it passes through a maximum: at the band centre, where $B_{20}/B_{30}=0.21$, the formula gives about 0.75 of $B_{30}$ near $\tau=3$. Beyond that maximum more tin lowers the radiance, because the cool front hides the hot interior.

Unresolved gaps between lines delay saturation. Replace $s$ by $s(1+0.9\cos\theta)$, where $\theta$ is now the phase of a rapid modulation in wavelength. The phase average of $e^{-0.9\tau\cos\theta}$ is the modified Bessel function $I_0(0.9\tau)$, so the absorbed fraction becomes $1-e^{-\tau}I_0(0.9\tau)$. The band reaches 0.55 of its limit at $10^{16}$ cm⁻² and 0.95 at $10^{17}$ cm⁻², against 0.63 and 1.00 without gaps. The modulated $s$ no longer meets the condition given above for the purity, which is sufficient but not necessary; in this model the purity still falls with $N$.

LTE itself is only approximate here. In a two-level atom with equal weights, let $A$ be the spontaneous rate, $C$ the collisional de-excitation rate, $J$ the mean intensity and $K=2hc^2/\lambda^5$. The stimulated and absorption rates are both $AJ/K$, and detailed balance makes the collisional excitation rate $Ce^{-x}$. Steady state requires

$$n_l\left(\frac{AJ}{K}+Ce^{-x}\right)=n_u\left(A+\frac{AJ}{K}+C\right).$$

The source function $S=j/\kappa=Kn_u/(n_l-n_u)$ follows by inserting the population ratio and using $Ke^{-x}=B(1-e^{-x})$:

$$S=\frac{J+\eta B}{1+\eta}=(1-\epsilon)J+\epsilon B,\qquad \eta=\frac{C(1-e^{-x})}{A},\quad \epsilon=\frac{\eta}{1+\eta}.$$

The van Regemorter estimate of $C$, with a rough Gaunt factor of 0.2, gives $C/A=1.7$ and $\epsilon=0.62$, short of the $C\gtrsim10A$ usually required for LTE. Both $C$ and $A$ are proportional to the oscillator strength, which cancels. Solving for $J$ and $S$ together in a slab with a flat line profile gives $I/B=0.51$ at $\tau=1$ and 0.92 at $\tau=10$, where LTE gives 0.63 and 1.00. Growth over this decade is 1.8 instead of 1.6, still far from ten. This depends on the electron density, since $C\propto n_e$. At $10^{19}$ cm⁻³, the critical density for CO₂-laser light, the same estimate gives $\epsilon=0.14$ and a growth of about 3.4 over the same range of $\tau$. At $10^{18}$ cm⁻³, $\epsilon=0.016$: most photons scatter out before a collision destroys them, the radiance stays well below $B$, and the growth of the normal radiance in the flat-profile slab is about 9.5. Two effects combine in this value. The escaping fraction of photons falls from 97% to 64%, so the power leaving a face grows by only 6.6. The emergent light also concentrates towards the normal, which supplies a further factor of 1.4. At a charge of 10 these lower electron densities also mean fewer ions, and $\tau=1$ needs about 0.1 mm and 1 mm of plasma instead of 10 µm.

**Assessment.** The proportional law should be restricted to cases where even the thicker slab has $\tau\ll1$ across the band, at fixed temperature and populations; starting from $\tau=0.1$, ten times the tin gives only $2.22/0.333=6.7$ times the in-band radiance. The original slab already has $\tau\simeq1$ at the band centre and, at the assumed electron density, the two-level estimate lowers its radiance by about 19% from the LTE value and still allows a growth of only 1.8, so neither the tenfold gain nor the unchanged spectrum follows. The numerical output below gives the remaining values for each column.

## Numbers as computed

```
INPUTS (rough model values)
temperature 30.0 eV = 3.481e+05 K
band 13.365 to 13.635 nm
photon energy 91.84 eV; divided by kT 3.061
array peak 1.0e-16 cm2, FWHM 1.0 nm
flat background 1.0e-18 cm2
total cross-section at centre 1.010e-16 cm2
implied oscillator strength 6.92
ion density 1.0e+19 cm-3, charge 10
electron density 1.0e+20 cm-3
LIMITS
in-band Planck limit 3.523 MW/(mm2 sr)
total Planck limit 265.13 MW/(mm2 sr)
purity: thin 21.14 %, thick 1.33 %
column for 90% of band limit 2.318e+16 cm-2
thickness for that column 23.18 um
RADIANCE in MW/(mm2 sr); far = below 10 or above 17 nm
N 1e+15 cm-2, thickness 1 um, centre tau 0.101
  in 0.3332, out 1.2732, far 0.1718
  purity 20.74 %, band/limit 0.0946
  exponents: in 0.9511, out 0.9751, far 0.9995
N 1e+16 cm-2, thickness 10 um, centre tau 1.010
  in 2.2184, out 10.4034, far 1.7101
  purity 17.58 %, band/limit 0.6296
  exponents: in 0.5842, out 0.7985, far 0.9950
N 1e+17 cm-2, thickness 100 um, centre tau 10.100
  in 3.5231, out 45.2584, far 16.3555
  purity 7.22 %, band/limit 1.0000
  exponents: in 0.0005, out 0.5782, far 0.9508
N 1e+18 cm-2, thickness 1000 um, centre tau 101.000
  in 3.5233, out 177.1521, far 108.6422
  purity 1.95 %, band/limit 1.0000
  exponents: in 0.0000, out 0.4841, far 0.5820
TEN TIMES MORE TIN, 1e16 to 1e17 cm-2, fixed temperature
factors: in 1.588, out 4.350, far 9.564
exitance per face 5.873e+09 to 2.128e+10 W/cm2
SAME INCREASE, fixed radiated power
new temperature 21.58 eV, in-band 1.0322 MW/(mm2 sr)
in-band factor 0.465
STRONGER RIVAL at 11 nm, 10 times array peak, FWHM 1 nm
purity: thin 1.72 %, maximum 5.15 %
column at maximum 2.00e+16 cm-2
COOL FRONT: 10 % of tin at 20 eV
N 1e+16 cm-2: in-band/hot limit 0.5548
N 1e+17 cm-2: in-band/hot limit 0.5015
N 1e+18 cm-2: in-band/hot limit 0.2084
LINE GAPS: modulation depth 90 %
N 1e+16 cm-2: in-band/limit 0.5519
N 1e+17 cm-2: in-band/limit 0.9498
NON-LTE: Gaunt 0.2, destruction probability 0.621
tau 0.1: radiance/B two-level 0.0630, LTE 0.0952
tau 1.0: radiance/B two-level 0.5104, LTE 0.6321
tau 10.0: radiance/B two-level 0.9224, LTE 1.0000
```
